# Why anti-series memristors are ohmic and antiparallel memristors are not

A circuit calculation that contains a pair of opposed memristors must settle whether the pair can be replaced by one fixed resistor or whether its changing internal state must be followed in time. For identical linear-drift devices the answer depends on the connection. In anti-series the fixed resistor is exact until a state reaches a boundary. In antiparallel it is wrong over every finite interval of flux in which both states move.

## The single device

A film of thickness $D$ is divided into a doped, well-conducting part of length $xD$ and an undoped part of length $(1-x)D$, with $0\le x\le1$. Fully doped it has resistance $R_{\rm on}$, fully undoped $R_{\rm off}$. The two parts are in series, so

$$M(x)=R_{\rm on}x+R_{\rm off}(1-x)=R_{\rm off}-\Delta\,x,\qquad \Delta=R_{\rm off}-R_{\rm on}>0 .$$

A current $i$ produces the voltage $R_{\rm on}x\,i$ across the doped length $xD$, hence the field $R_{\rm on}i/D$, from which $x$ has cancelled. Dopants of mobility $\mu$ drift at $\mu R_{\rm on}i/D$ and carry the front with them. Dividing by $D$ gives

$$\frac{dx}{dt}=k\,i,\qquad k=\frac{\mu R_{\rm on}}{D^2}.$$

Current is positive in the device's own forward sense, in which the doped part grows. With $\kappa=\Delta k$,

$$\frac{dM}{dt}=-\Delta\frac{dx}{dt}=-\kappa\,i .$$

The resistance is thus affine (a constant plus a linear term) in the charge that has passed. The algebra is meant in atomic units, where $e=1$, but these circuit equations contain no natural constants and hold in any consistent system.

"Identical" means equal $R_{\rm on}$, $R_{\rm off}$ and $k$. The two states $x_1$ and $x_2$ may differ. A reversed device obeys the same law with the sign of its current changed.

The numerical example has $D=50$ nm, $R_{\rm on}=100$ kΩ, $R_{\rm off}=500$ kΩ, $\mu=10^{-10}$ cm²/Vs and a temperature of 300 K. Then

$$k=\frac{10^{-10}\times10^{5}}{(5\times10^{-6})^2}\ {\rm C^{-1}}=4\times10^5\ {\rm C^{-1}}=0.4\ \text{per µC},$$

and $\kappa=400\times0.4=160$ kΩ per µC. Both states start at $x=0.4$, so each device starts at $M_0=500-400\times0.4=340$ kΩ.

## First contribution: reversal at a shared current

In series both devices carry the same current. With device 2 reversed,

$$\frac{dx_1}{dt}=k\,i,\qquad \frac{dx_2}{dt}=-k\,i,\qquad \frac{d(x_1+x_2)}{dt}=0 .$$

Resistances in series add:

$$R=M_1+M_2=2R_{\rm off}-\Delta(x_1+x_2)=\text{constant}.$$

Hence $v=Ri$ at each instant. The waveform was never specified, and equal starting states were not required. The devices do not stop changing: one loses as much resistance as the other gains.

For a 3 Hz sine of 4 V amplitude, $R=680$ kΩ and the current amplitude is $4/680$ mA $=5.88$ µA. The charge passed in the first half period is

$$q=\frac{2\times5.88\ \text{µA}}{2\pi\times3\ {\rm s^{-1}}}=0.624\ \text{µC}.$$

The states move by $kq=0.250$, to 0.650 and 0.150, and the resistances become 240.1 and 439.9 kΩ. Their sum is still 680.0 kΩ.

To isolate the effect of the reversal, keep the drive and starting states but align the polarities. Both resistances then fall together, and $dR/dt=-2\kappa i=-2\kappa v/R$. Multiplying by $2R$ and integrating gives

$$R^2=R_0^2-4\kappa\int_0^t v\,dt' .$$

At half period the integral is $2\times4/(6\pi)=0.424$ V s. Since 1 V s/µC is 1000 kΩ, $R^2=680^2-4\times160\times424=1.91\times10^5$ kΩ², so $R\approx437$ kΩ. This is the 35.8 % fall found by integrating the circuit equations. Reversal removes all of it.

## Second contribution: what the antiparallel pair shares

The antiparallel pair also has one device reversed, so reversal alone cannot be the whole explanation. Here the devices share the voltage, and their currents are $v/M_1$ and $v/M_2$. Therefore

$$\frac{dM_1}{dt}=-\frac{\kappa v}{M_1},\qquad \frac{dM_2}{dt}=+\frac{\kappa v}{M_2}.$$

The device with less resistance carries more current and changes faster. Multiply each equation by twice its own resistance, use $2M\,dM/dt=d(M^2)/dt$, and define the flux $\varphi=\int_0^t v\,dt'$:

$$M_1^2=M_{10}^2-2\kappa\varphi,\qquad M_2^2=M_{20}^2+2\kappa\varphi .$$

The pair conserves $M_1^2+M_2^2$. An ohmic pair would need a constant conductance

$$G=\frac1{M_1}+\frac1{M_2}.$$

To see whether both can hold, differentiate with respect to flux, using $dM_1/d\varphi=-\kappa/M_1$ and $dM_2/d\varphi=+\kappa/M_2$:

$$\frac{dG}{d\varphi}=-\frac1{M_1^2}\left(-\frac{\kappa}{M_1}\right)-\frac1{M_2^2}\left(\frac{\kappa}{M_2}\right)=\kappa\left(\frac1{M_1^3}-\frac1{M_2^3}\right).$$

Two mismatches are visible. One inverse power of $M$ comes from the unequal currents, and two come from taking the reciprocal of resistance. Both favour the less resistive device. Differentiating again,

$$\frac{d^2G}{d\varphi^2}=\kappa\left[-\frac{3}{M_1^4}\left(-\frac{\kappa}{M_1}\right)+\frac{3}{M_2^4}\left(\frac{\kappa}{M_2}\right)\right]=3\kappa^2\left(\frac1{M_1^5}+\frac1{M_2^5}\right)>0 .$$

A function with positive second derivative cannot be constant on any finite interval. So while both states are free to move and $\kappa\neq0$, the antiparallel pair is never ohmic over a finite range of flux.

The slope vanishes where $M_1=M_2$, the minimum of $G$. Setting the two squares equal places it at

$$\varphi_*=\frac{M_{10}^2-M_{20}^2}{4\kappa}.$$

At $2\varphi_*$ the squares have exchanged their starting values, and $G$ has returned to its starting value. Two measurements of conductance can therefore agree although it changed in between.

### The size of the change

For equal starting resistances put $u=2\kappa\varphi/M_0^2$. With $G_0=2/M_0$,

$$\frac{G}{G_0}=\frac12\left[(1-u)^{-1/2}+(1+u)^{-1/2}\right].$$

The binomial series is $(1\mp u)^{-1/2}=1\pm\frac12u+\frac38u^2\pm\frac5{16}u^3+\frac{35}{128}u^4\pm\dots$. Odd terms cancel in the sum:

$$\frac{G}{G_0}=1+\frac38u^2+\frac{35}{128}u^4+\dots$$

For small flux the pair is thus ohmic to first order, provided the states start equal. From unequal states the change is already of first order.

Now drive the pair with a 3 Hz sine of 2 V amplitude. This is half the anti-series voltage, so that each device sees a similar voltage in the two connections. At half period $\varphi=2\times2/(6\pi)=0.212$ V s, and

$$2\kappa\varphi=2\times160\times212.2=6.79\times10^4\ {\rm k\Omega^2},\qquad u=\frac{6.79\times10^4}{340^2}=0.587 .$$

The resistances are $\sqrt{115600-67900}=218$ kΩ and $\sqrt{115600+67900}=428$ kΩ. The conductance has risen from 5.88 to 6.91 µS, or by 17.5 % of its initial value. The quadratic term alone gives 12.9 %, and adding the quartic term gives 16.2 %: this swing is too large for the small-flux law.

## A loop is a different matter from a curve

At one eighth and three eighths of the period a sine has the same voltage. The anti-series current is 4.16 µA at both instants, for 2.83 V. The antiparallel current is 8.34 µA at the first and 9.29 µA at the second, both for 1.41 V. More flux has accumulated by the second instant, and for equal starting states $G$ grows with $|\varphi|$. The current–voltage curve is therefore a loop. It is pinched at the origin because $i=Gv$ with finite $G$.

The absence of a loop would not prove ohmic behaviour. Start again from equal states, but with $v=V_0\cos\omega t$ and $\varphi=(V_0/\omega)\sin\omega t$. Then $v^2+\omega^2\varphi^2=V_0^2$, so a given voltage occurs with two fluxes of equal size and opposite sign. Equal starting states make $G$ even in $\varphi$, so both give the same current. The characteristic is single-valued, yet still curved: with the same 2 V and 3 Hz, $G$ varies by 3.45 % of its starting value. A test for hysteresis alone would miss this.

## Third contribution: the affine law

Reversal and shared current still do not suffice for all starting states. Let a device have a general resistance $f(Q)$ that depends on its accumulated charge $Q$. In anti-series,

$$R(q)=f(Q_1+q)+f(Q_2-q),\qquad \frac{dR}{dq}=f'(Q_1+q)-f'(Q_2-q).$$

If this is to vanish for every pair $Q_1,Q_2$, then $f'$ must have the same value everywhere, so $f$ must be affine. The linear-drift model satisfies this condition between its boundaries.

A window function that slows the front near the ends breaks it. Take $dx/dt=4k\,i\,x(1-x)$ for each device in its own forward sense. Then

$$\frac{d(x_1+x_2)}{dt}=4k\,i\,[x_1(1-x_1)-x_2(1-x_2)],$$

which is generally nonzero. With both states starting at 0.3 and the 4 V sine, the anti-series resistance varies by 3.26 % of its initial value. There is an exception: if $x_2=1-x_1$, the bracket vanishes and the relation preserves itself. Such a pair remains ohmic despite the window.

Linearity in the current, by contrast, is not needed. If $dx/dt=g(i)$ with $g$ odd and independent of $x$, the reversed device has $g(-i)=-g(i)$, and $x_1+x_2$ is conserved as before. Equal and opposite motion together with a resistance affine in $x$ is enough.

The roles can also be exchanged. Consider an element whose conductance is affine in its own flux: $W=W_0+ay$, $dy/dt=cv$. In antiparallel, $dy_1/dt=cv$ and $dy_2/dt=-cv$, so $W_1+W_2$ is constant and the pair is ohmic. In anti-series, $v_j=i/W_j$ gives $dW_1/dt=aci/W_1$ and $dW_2/dt=-aci/W_2$. These are the earlier antiparallel equations with conductance in place of resistance and charge in place of flux. The total resistance $1/W_1+1/W_2$ is then strictly convex in charge. The verdict therefore belongs to a match between device and connection. For devices whose state is set by charge or flux alone, and for arbitrary starting states, the quantity that adds must be affine in the time integral of the quantity that is shared.

## Fourth contribution: the boundaries

Let $q$ be the charge counted from the start. In anti-series $x_1=x_{10}+kq$ and $x_2=x_{20}-kq$ must both lie between 0 and 1. The first condition gives $-x_{10}<kq<1-x_{10}$, the second $x_{20}-1<kq<x_{20}$. Together,

$$-\frac{\min(x_{10},1-x_{20})}{k}<q<\frac{\min(1-x_{10},x_{20})}{k}.$$

In the example the forward limit is $0.4/0.4=1.00$ µC, above the 0.624 µC that the sine delivers.

Suppose each state has a hard stop: it rests at the boundary while the current pushes it outward and leaves as soon as the current reverses. Push 1.25 µC through the pair. After 1.00 µC device 2 stops at $x_2=0$, while device 1 continues to $x_1=0.9$. During the last 0.25 µC the resistance falls by $160\times0.25=40$ kΩ, to 640 kΩ. On return of the same charge both states move again and end at 0.4 and 0.5. The resistance stays at 640 kΩ. The pair is again ohmic, with a new value that records the overdrive.

This shift has a limit. If $x_1+x_2<1$, forward current brings $x_2$ to 0 first, and the sum then rises until $x_1=1$. If the sum exceeds 1, $x_1$ stops first and the sum falls until $x_2=0$. Reverse current exchanges the devices. Full overdrive therefore leaves $x_1+x_2=1$ and $R=R_{\rm on}+R_{\rm off}=600$ kΩ. From then on both states reach opposite stops together, and within this model the pair stays ohmic even at the boundaries.

## What the model leaves out

**Diffusion.** With $e$ restored, the vacancy diffusivity is $\mu k_BT/(ze)$, where $z=2$ is the vacancy charge number. In half a period the diffusion length $\sqrt{2\mu k_BTt/(ze)}$ is 6.6 nm, against a front travel of 12.5 nm in the anti-series pair. The sharp front is therefore a poor approximation here. Drift blurs it further. Vacancies that get ahead of the front feel the field of the undoped part, five times larger, and would travel about $5\times12.5\approx62$ nm in half a period, more than the 30 nm of undoped film. An advancing front therefore spreads while a retreating one stays narrow, so the two profiles are not mirror images. These lengths do not by themselves give the change in $R$, which would require a transport calculation and depends on how resistivity varies with vacancy concentration and on the contacts.

**High fields.** The largest field in the undoped part is $R_{\rm off}i/D=0.59$ MV/cm in anti-series and 0.72 MV/cm in antiparallel. For a hop length $a=0.3$ nm, field-assisted hopping speeds up drift by $\sinh(y)/y$, with $y=zeaE/(2k_BT)$. The larger field gives 12 %. This is an upper limit, since the model's front is driven by the field in the doped part, which is smaller by $R_{\rm on}/R_{\rm off}=1/5$. Because the fields in both parts depend on the current and not on $x$, this correction is an odd $g(i)$ and leaves the anti-series result intact as long as the front is taken to be sharp. The peak field is 0.72 of a rough breakdown field of 1 MV/cm, a narrow margin. Tunnelling through a triangular barrier 1 eV high, with the free-electron mass, carries a factor of about $e^{-95}$ and is negligible; trap-assisted conduction is not covered by that estimate. The field lowers the barrier of a charged trap by $\sqrt{e^3E/(\pi\varepsilon_0\varepsilon_r)}$, which at 0.59 MV/cm is 0.06 to 0.24 eV, or 2 to 9 $k_BT$, for $\varepsilon_r$ between 100 and 6. If such traps carry the current, the film is far from ohmic at these fields.

**Heating.** Treat each electrode as a disc of 2000 nm radius on an oxide of heat conductivity 1.4 W/(m K), with each device heating only itself. In the anti-series pair the peak temperature rise is then 1.2 K. This assumes that the current spreads over the whole disc; the same power in a narrow filament would cause a much larger rise. For a migration energy of 0.7 eV this raises the mobility by about 12 %. A common rise would cancel in the sum of states, but the powers $i^2M_1$ and $i^2M_2$ differ. In the first half period device 2 becomes more resistive, hence warmer and faster, so $x_1+x_2$ falls and $R$ rises. The resulting variation is 0.31 % of $R$. This counts only the warming of the ionic mobility. If electronic conduction in the film is itself thermally activated, the resistance drops near peak current by about $E\,\Delta T/(k_BT^2)$, or 1.6 % for an activation energy $E=0.1$ eV, which is the larger effect.

**Mismatch.** If the devices have different $\kappa_1$ and $\kappa_2$, then $dM_1/dq=-\kappa_1$ and $dM_2/dq=+\kappa_2$, so

$$R=R_0-(\kappa_1-\kappa_2)q .$$

A 10 % mismatch at the charge swing above changes $R$ by about $16\times0.624=10$ kΩ, or 1.5 %.

The parameters are round values meant for the rough regime of a titanium dioxide film with mobile oxygen vacancies. The mobility is high for 300 K. Hopping with the stated length and migration energy, and a rough attempt rate of $10^{13}$ s⁻¹, gives $\mu=zea^2\nu e^{-E_a/k_BT}/(k_BT)\approx10^{-12}$ cm²/Vs, about a hundred times less. The same swing would then need a drive about a hundred times slower. The ratio of diffusion length to travel would not change, since both depend on the product $\mu t$. Real films can also conduct through narrow filaments and electrode barriers, so their current need not be linear in voltage even at a fixed state. That breaks the relation $v=M(x)i$ itself, by an amount this model cannot supply.

For a circuit calculation, one resistor may replace the anti-series pair if the linear-drift law is accepted, the devices match, and the charge stays inside the window derived above. Under the same device law, and while neither state reaches a boundary, the antiparallel pair needs its flux as a state variable, unless the change in $G$ over the intended swing is smaller than the error allowed. If one state rests at a hard stop while the other moves on, the flux counted from the start no longer fixes $G$, and both states must be followed. The numerical output lists the values behind these comparisons.

## Computed values

```
Film thickness: 50 nm
R_on, R_off: 100, 500 kOhm
Vacancy mobility: 1.0e-10 cm2/Vs
Temperature: 300 K
Drive frequency: 3 Hz
Amplitude, anti-series / antiparallel: 4 / 2 V
Both starting states x: 0.40
Each starting resistance: 340.0 kOhm
Drift constant k: 0.400 per uC
kappa = (R_off-R_on)*k: 160.0 kOhm per uC
Anti-series R at start: 680.000 kOhm
Anti-series R at half period: 680.000 kOhm
Anti-series x1, x2 at half period: 0.6497, 0.1503
Anti-series M1, M2 at half period: 240.1, 439.9 kOhm
Charge passed in half period: 0.624 uC
Charge allowed before a stop: 1.000 uC
Aligned-series resistance spread: 35.8 %
Antiparallel flux at half period: 0.2122 V s
Antiparallel u at half period: 0.5874 (no unit)
Antiparallel x1, x2 at half period: 0.7040, 0.1791
Antiparallel M1, M2 at half period: 218.4, 428.4 kOhm
Antiparallel G at start: 5.882 uS
Antiparallel G at half period: 6.913 uS
Antiparallel G rise: 17.53 %
Anti-series voltage at T/8 and 3T/8: 2.828 V
Anti-series current at T/8, 3T/8: 4.159, 4.159 uA
Antiparallel voltage at T/8 and 3T/8: 1.414 V
Antiparallel current at T/8, 3T/8: 8.342, 9.285 uA
Cosine drive, antiparallel G spread: 3.45 %
Window model, x=0.3 both, R spread: 3.26 %
Overdrive charge: 1.250 uC
States after overdrive: 0.900, 0.000
R after overdrive: 640.0 kOhm
States after return: 0.400, 0.500
R after return: 640.0 kOhm
R after full overdrive: 600.0 kOhm
Front travel, anti-series: 12.48 nm
Diffusion length in half period: 6.56 nm
Peak undoped field, anti-series: 0.588 MV/cm
Peak undoped field, antiparallel: 0.716 MV/cm
Rough breakdown field (input): 1.0 MV/cm
Peak field / breakdown field: 0.72
Vacancy charge, hop length (inputs): 2 e, 0.3 nm
High-field hopping speed-up, at most: 1.119 times
Tunnel barrier (input): 1.0 eV
Tunnelling exponent: 95.4 (factor exp(-exponent))
Electrode radius (input): 2000 nm
Oxide heat conductivity (input): 1.4 W/(m K)
Migration energy (input): 0.7 eV
Peak self-heating, anti-series: 1.21 K
Anti-series R spread from heating: 0.312 %
```
